# Polarization expansion through second order and the origin of missing exchange

## Definitions and conventions

Two monomers A and B have fixed nuclei and $N_A$ and $N_B$ electrons. Atomic units are used, and all wave functions are real. Electrons $1,\dots,N_A$ are assigned to A and the remaining ones to B. The Hamiltonian is then divided as

$$H=H_0+V,\qquad H_0=H_A+H_B .$$

$H_A$ contains the kinetic energy of the electrons assigned to A and all Coulomb terms within A; $H_B$ is defined likewise. $V$ contains every Coulomb term that links the two groups. With the charge-density operator

$$\hat\rho_A(\mathbf r)=\sum_{\alpha\in A}Z_\alpha\,\delta(\mathbf r-\mathbf R_\alpha)-\sum_{i\in A}\delta(\mathbf r-\mathbf r_i)$$

and its counterpart for B,

$$V=\iint \hat\rho_A(\mathbf r)\,w(\mathbf r-\mathbf r')\,\hat\rho_B(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad w(\mathbf r)=\frac1{|\mathbf r|}. \tag{1}$$

Multiplying out the charges gives repulsion between electrons, attraction between electrons and the other monomer's nuclei, and repulsion between nuclei.

The monomer eigenstates are $|a\rangle$ and $|b\rangle$, with ground states $|0\rangle$ and excitation energies $\omega_a,\omega_b$. Sums over states include the continuum. Each state is antisymmetric in the electrons of its own monomer. Their products obey

$$H_0|ab\rangle=(E_0+\omega_a+\omega_b)|ab\rangle,\qquad \Phi_0=|00\rangle . \tag{2}$$

Both ground states are assumed nondegenerate, separated by a gap from the rest of the spectrum, and known exactly. For one-electron atoms the spin degeneracy is harmless: $H$ contains no spin, so the spatial functions can be treated alone.

With $V_{ab}=\langle ab|V|00\rangle$, the energies to be derived are

$$E_{\rm elst}=V_{00},\qquad E_{\rm disp}=-\sum_{a\ne0}\sum_{b\neq0}\frac{V_{ab}^2}{\omega_a+\omega_b}, \tag{3}$$

$$E_{\rm ind}=-\sum_{a\neq0}\frac{V_{a0}^2}{\omega_a}-\sum_{b\neq0}\frac{V_{0b}^2}{\omega_b}. \tag{4}$$

Their sum is the polarization energy through second order. Exchange is defined by comparison with a function of the correct permutation symmetry. The product $\Phi_0$ lacks antisymmetry between the monomers, though it has it within each.

## First derivation: order-by-order perturbation theory

### The polarization energies

Replace $V$ by $\lambda V$ and assume that the state starting from $\Phi_0$ has an expansion about $\lambda=0$:

$$\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\dots,\qquad E=E_0+\lambda E_1+\lambda^2E_2+\dots$$

Choose $\langle\Phi_0|\Psi\rangle=1$, so that $\Psi_1$ and $\Psi_2$ are orthogonal to $\Phi_0$. The terms of first and second order in $(H_0+\lambda V)\Psi=E\Psi$ are

$$(H_0-E_0)\Psi_1=(E_1-V)\Phi_0, \tag{5}$$
$$(H_0-E_0)\Psi_2=(E_1-V)\Psi_1+E_2\Phi_0. \tag{6}$$

Multiply (5) by $\Phi_0$ from the left. The left side vanishes because $H_0$ acting on $\Phi_0$ gives $E_0$, and $E_1=V_{00}$ remains. Multiplication by another product $\langle ab|$ gives $(\omega_a+\omega_b)\langle ab|\Psi_1\rangle=-V_{ab}$, hence

$$\Psi_1=-\sum_{ab\ne00}\frac{V_{ab}}{\omega_a+\omega_b}|ab\rangle. \tag{7}$$

Multiply (6) by $\Phi_0$. The left side vanishes again, and so does $E_1\langle\Phi_0|\Psi_1\rangle$. Therefore

$$E_2=\langle\Phi_0|V|\Psi_1\rangle=-\sum_{ab\neq00}\frac{V_{ab}^2}{\omega_a+\omega_b}. \tag{8}$$

The sum falls into three groups: A excited alone, B excited alone, and both excited. These are the two parts of (4) and the dispersion energy in (3). At $\lambda=1$, $E_1+E_2=E_{\rm elst}+E_{\rm ind}+E_{\rm disp}$.

### Their physical content

By (1), $V_{00}$ is the Coulomb energy of the two unperturbed charge distributions. In $V_{a0}$, monomer B enters through its ground-state density $\rho_B=\langle0|\hat\rho_B|0\rangle$, which creates the potential $\varphi_B(\mathbf r)=\int w(\mathbf r-\mathbf r')\rho_B(\mathbf r')\,d\mathbf r'$. Thus

$$V_{a0}=\langle a|\Omega_B|0\rangle,\qquad \Omega_B=\int\hat\rho_A(\mathbf r)\varphi_B(\mathbf r)\,d\mathbf r.$$

The first sum in (4) is therefore the second-order energy of A in the static field of unperturbed B. In $V_{ab}$ with both states excited, any part of $V$ that depends on the electrons of one monomer alone drops out by orthogonality. What remains is the electron repulsion between two transition densities.

### Where exchange is lost

Multiply the full equation $(H_0+V)\Psi=E\Psi$ by $\Phi_0$ and let $H_0$ act to the left. If $\langle\Phi_0|\Psi\rangle\neq0$,

$$E-E_0=\frac{\langle\Phi_0|V|\Psi\rangle}{\langle\Phi_0|\Psi\rangle}. \tag{9}$$

This holds for any eigenstate $\Psi$ of $H$ that overlaps $\Phi_0$, including the physical state. Inserting $\Psi\approx\Phi_0$ gives $E_{\rm elst}$. The physical state, however, satisfies $\mathcal A\Psi=\Psi$, where $\mathcal A$ projects on functions antisymmetric in all electrons. The simplest approximation with this property is $\mathcal A\Phi_0$.

Every permutation can be written as a permutation within the monomers followed by one representative $\tau$ that either is the identity or moves electrons between monomers. The inner permutation, taken with its sign, leaves $\Phi_0$ unchanged. Hence, with a constant $c$,

$$\mathcal A\Phi_0=c\,(1+\mathcal P)\Phi_0,\qquad \mathcal P=\sum_{\tau\neq1}{\rm sgn}(\tau)\,\tau .$$

The constant cancels in (9), and the symmetrized first-order energy is

$$E_1^{\rm sym}=\frac{E_{\rm elst}+\langle\Phi_0|V\mathcal P|\Phi_0\rangle}{1+\langle\Phi_0|\mathcal P|\Phi_0\rangle}. \tag{10}$$

Subtracting $E_{\rm elst}$ defines first-order exchange:

$$E_{\rm exch}=\frac{\langle\Phi_0|(V-E_{\rm elst})\mathcal P|\Phi_0\rangle}{1+\langle\Phi_0|\mathcal P|\Phi_0\rangle}. \tag{11}$$

Each matrix element here contains a $\tau$ that moves electrons between monomers. Equations (3) and (4) contain no such element: in $V_{ab}$ the same electrons belong to A on both sides. This is the sense in which the expansion through second order misses exchange.

The cause lies in the partition. $H$ treats all electrons alike and commutes with every permutation. $H_0$ does not, because it lets electron 1 feel A and not B. The zeroth-order state can therefore lack a symmetry that the physical state must have.

For two one-electron atoms, let $P$ exchange the electrons. The singlet has a symmetric spatial function and the triplet an antisymmetric one, so $\mathcal P=+P$ or $-P$. With $\Phi_0=\phi_A(1)\phi_B(2)$ and $S=\langle\phi_A|\phi_B\rangle$,

$$\langle\Phi_0|P|\Phi_0\rangle=S^2,\qquad K=\langle\Phi_0|VP|\Phi_0\rangle,$$
$$E_{\rm exch}^{\pm}=\pm\frac{K-S^2E_{\rm elst}}{1\pm S^2}, \tag{12}$$

with the upper sign for the singlet. The polarization expansion contains neither spin nor a choice of sign. It assigns one energy to both states and cannot give their splitting.

## Second derivation: minimizing the energy

### The polarization energies

Now let $\Phi_0$ be the ground state of $H_0$, and seek the minimum of the mean energy of $H_0+\lambda V$ among all functions with the assigned electrons, without symmetry between monomers. Write

$$\Psi=\Phi_0+\lambda\sum_{ab\neq00}c_{ab}|ab\rangle .$$

An admixture of size $\epsilon$ costs an energy of order $\epsilon^2$ because of the gap, and can gain one of order $\lambda\epsilon$. The best admixture is thus of order $\lambda$, and the $c_{ab}$ stay finite as $\lambda\to0$. Through second order,

$$\langle\Psi|H_0+\lambda V|\Psi\rangle=E_0+\lambda V_{00}+\lambda^2\sum_{ab\ne00}\left[(E_0+\omega_a+\omega_b)c_{ab}^2+2V_{ab}c_{ab}\right],$$
$$\langle\Psi|\Psi\rangle=1+\lambda^2\sum_{ab\neq00}c_{ab}^2 .$$

In the quotient, the norm removes the term $E_0c_{ab}^2$. The result is

$$E=E_0+\lambda V_{00}+\lambda^2\sum_{ab\neq00}\left[(\omega_a+\omega_b)c_{ab}^2+2V_{ab}c_{ab}\right]+O(\lambda^3). \tag{13}$$

Completing the square in each bracket gives

$$(\omega_a+\omega_b)\left(c_{ab}+\frac{V_{ab}}{\omega_a+\omega_b}\right)^2-\frac{V_{ab}^2}{\omega_a+\omega_b}.$$

The minimum is reached when the square vanishes. This reproduces (7) and (8), and hence (3) and (4), without the second-order wave equation. It also shows that induction and dispersion cannot be positive for ground-state monomers.

The coefficients are independent at this order, which permits a sharper reading. Restrict $\Psi$ to a product of two deformed monomer functions,

$$\Psi=\Big(|0\rangle+\lambda\sum_{a\neq0}\alpha_a|a\rangle\Big)\Big(|0\rangle+\lambda\sum_{b\neq0}\beta_b|b\rangle\Big).$$

Its single excitations have $c_{a0}=\alpha_a$ and $c_{0b}=\beta_b$, free to take their best values. Its double excitations have $c_{ab}=\lambda\alpha_a\beta_b$, which contributes to the energy beyond second order. The best product therefore gives $E_{\rm elst}+E_{\rm ind}$ and no dispersion. Dispersion at second order is the energy gained by correlating the two monomers.

### Exchange from the same principle

At $\lambda=1$, use $\mathcal A\Phi_0$ as a trial function for the physical problem. Since $\mathcal A^2=\mathcal A$ and $\mathcal A$ commutes with $H$,

$$\frac{\langle\mathcal A\Phi_0|H|\mathcal A\Phi_0\rangle}{\langle\mathcal A\Phi_0|\mathcal A\Phi_0\rangle}
=\frac{\langle\Phi_0|(H_0+V)\mathcal A|\Phi_0\rangle}{\langle\Phi_0|\mathcal A|\Phi_0\rangle}
=E_0+\frac{\langle\Phi_0|V\mathcal A|\Phi_0\rangle}{\langle\Phi_0|\mathcal A|\Phi_0\rangle}. \tag{14}$$

The last step lets $H_0$ act to the left on its eigenfunction. The final fraction is (10). The energy in (14) is now also an upper bound to the lowest energy of the chosen symmetry. Adding the second-order polarization energy to it destroys that guarantee.

The minimum principle also limits the claim about missing exchange. For two electrons, the unrestricted ground state of the full $H$ has a spatial function without sign changes. It is unique and therefore symmetric: it is the singlet. If the infinite polarization series converged to this state, its sum would include the singlet's exchange energy. It still could not give the triplet as well. With more electrons, the unrestricted space also contains states forbidden by the Pauli principle, and its minimum need not be physical. The derivations above show the loss of exchange through second order, but a few more orders do not repair it. In the model below, at 6 bohr, the polarization series sums to 0.39 mEh at sixth order. From about tenth order on it falls by only about 0.0035 mEh per order, and it still stands at 0.13 mEh at order 80, against $-1.24$ mEh for the singlet.

## A solvable pair of model atoms

Take two one-electron atoms on a line, each with a core of charge $+1$, and replace the Coulomb law by $w(x)=1/\sqrt{x^2+2}$ throughout. The isolated atom has a closed solution. With $s=\sqrt{x^2+2}$ and $\phi=(1+s)e^{-s}$, the relation $ds/dx=x/s$ gives $\phi'=-xe^{-s}$ and

$$\phi''=\left(\frac{x^2}{s}-1\right)e^{-s}=\frac{s^2-s-2}{s}e^{-s}=\frac{(s-2)(s+1)}{s}e^{-s}=\left(1-\frac2s\right)\phi .$$

Hence $-\tfrac12\phi''-\phi/s=-\tfrac12\phi$. The function has no node, so it is the ground state, with energy $-\tfrac12$ hartree.

Place the cores 6 bohr apart. The excited states were found by diagonalizing the one-electron Hamiltonians in a sinc basis on a grid with spacing 0.4 bohr. The finite grid replaces the continuum by discrete states. In millihartree (mEh), electron repulsion, the two electron-core attractions together, and core repulsion give

$$E_{\rm elst}=180.08-340.82+162.22=1.48 .$$

Each atom contributes $-0.11$ to induction, and dispersion is $-0.92$. The polarization energy is

$$1.48-0.11-0.11-0.92=0.34\ \text{mEh}.$$

The overlap is $S=0.122$, so the product has $\langle P\rangle=S^2=0.0149$. A singlet requires $+1$ and a triplet $-1$. Adding $\Psi_1$ and normalizing changes the value to just $0.0161$: in this model the first-order function does not restore the symmetry. Nor is the exchanged product a low-lying state of $H_0$. Its mean energy exceeds $E_0$ by 0.806 hartree, against a first excitation energy of 0.267 hartree for one atom.

For exchange, put $g=\phi_A\phi_B$ and let $u_A,u_B$ be the attractions of an electron to the cores. Then

$$K=\iint g(x)w(x-x')g(x')\,dx\,dx'+S\int g\,(u_A+u_B)\,dx+S^2w(R).$$

The three terms give $K=6.50-10.45+2.42=-1.53$ mEh. The numerator of (12), with one more digit kept, is $-1.532-0.0149\times1.484=-1.554$ mEh. Division by $1.0149$ gives $E_{\rm exch}^+=-1.53$ mEh; division by $0.9851$ and the change of sign give $E_{\rm exch}^-=+1.58$ mEh.

For comparison, the full two-electron Hamiltonian was diagonalized by Lanczos iteration on the same grid, separately for symmetric and antisymmetric functions. Interaction energies in mEh are:

| | Singlet | Triplet |
|---|---:|---:|
| Polarization | 0.34 | 0.34 |
| Polarization + exchange | −1.19 | 1.92 |
| Full diagonalization | −1.24 | 2.10 |

In meV, the polarization value is 9.3, and full diagonalization gives $-34$ and $57$. The polarization energy has the wrong sign for the singlet and is far too small for the triplet. The wrong sign is a feature of this model and follows from its positive $E_{\rm elst}$. For two hydrogen atoms in three dimensions, $E_{\rm elst}=e^{-2R}\left(1/R+5/8-3R/4-R^2/6\right)$, which is $-0.06$ mEh at 6 bohr, so the polarization energy is negative there. What carries over is that one number stands for two split states. First-order exchange supplies a splitting of 3.1 mEh, compared with 3.3 mEh from full diagonalization. The remaining differences combine exchange in second order with all higher terms; this calculation does not separate them. The triplet estimate of 1.92 mEh lies below the full result, an instance of the lost upper bound.

### Large separation

Let $x_1,x_2$ be the electron displacements from their own cores. The electron separation is $R+x_2-x_1$, and the second-order Taylor term of $w$ is $\tfrac12w''(R)(x_2-x_1)^2$. Its mixed part is $-w''(R)x_1x_2$, and $w''(R)\to2/R^3$. Therefore $V_{ab}\to-2x_{a0}x_{b0}/R^3$ for double excitations, and

$$E_{\rm disp}\to-\frac{C_6}{R^6},\qquad C_6=4\sum_{a,b\neq0}\frac{x_{a0}^2x_{b0}^2}{\omega_a+\omega_b}. \tag{15}$$

The grid states give $C_6=23.2$ hartree bohr$^6$. The ratio of $-E_{\rm disp}$ to $C_6/R^6$ is 1.19, 1.04 and 1.01 at 20, 40 and 80 bohr. At 6 bohr, $C_6/R^6=23.2/46656$ hartree $=0.50$ mEh, little more than half the dispersion energy found above. The dipole formula is a long-range limit and is not adequate there.

In this model dispersion is not the leading long-range term. An atom on a line has a permanent second moment $\langle x^2\rangle$. The mixed fourth-order Taylor term is $\tfrac1{24}w''''(R)\cdot6x_1^2x_2^2$ with $w''''(R)\to24/R^5$, so $E_{\rm elst}\to6\langle x^2\rangle^2/R^5=19.2/R^5$ in atomic units. This repulsion is 15, 32 and 66 times $|E_{\rm disp}|$ at 20, 40 and 80 bohr, and the model atoms repel at long range. Spherical neutral atoms in three dimensions have no permanent multipoles. Their $E_{\rm elst}$ falls exponentially, and the attraction $-C_6/R^6$ leads.

Exchange fades faster. Each orbital falls as $e^{-|x|}$ times a power, so $S$ and $g$ carry a factor $e^{-R}$. Every term of $K$ contains two such factors. First-order exchange thus falls as $e^{-2R}$ times a factor that varies more slowly than any exponential, and at sufficiently large $R$ the polarization energy, which falls as a power of $R$, dominates. That factor is not a pure power. Between the cores $g$ is proportional to $x(R-x)e^{-R}$ at leading order, with $x$ measured from one core, so $S\propto R^3e^{-R}$ and the attraction and core-repulsion terms of $K$ go as $R^5e^{-2R}$. In the electron-repulsion term the integral of $w$ over the length $R$ grows as $2\ln R$, giving a positive term of order $R^5\ln R\,e^{-2R}$. This term eventually makes $K$ positive, and (12) then places the singlet above the triplet, although the singlet is the true ground state. The agreement of the splittings found at 6 bohr therefore does not extend to all distances. In this model it is lost quickly: the first-order splitting is 0.93 of the full one at 6 bohr, 0.71 at 8 bohr, 0.38 at 10 bohr and close to zero at 12 bohr.

## What each derivation assumes

Both derivations need the assignment of electrons, exact monomer eigenfunctions and an isolated, nondegenerate starting level. If approximate monomer functions are used, $H_0\Phi_0\neq E_0\Phi_0$. The steps that let $H_0$ act to the left then fail, and further terms appear in (10) and (14). If the starting level is degenerate in its spatial part, a denominator can vanish, and the degenerate states must first be treated together.

The perturbative derivation assumes an expansion of the state and energy in $\lambda$. It does not require the lowest level: (8) also holds for an isolated excited level, where some denominators are negative and the second-order terms can be positive. It yields equations that can be continued to higher order.

The variational derivation requires the ground state and a gap above it. In return it fixes the signs of induction and dispersion, identifies dispersion as what a product function cannot contain, and makes the symmetrized first-order energy an upper bound.

They treat exchange differently as well. In (9), symmetry enters through the approximation inserted for the physical state; in (14), through the set of permitted trial functions. Both give (10), because the projector commutes with $H$ and $\Phi_0$ is an eigenfunction of $H_0$. Neither makes the second-order polarization energy a complete interaction energy where the monomers overlap.
